# Ochkur Exchange Cross Section for Singlet-to-Triplet Excitation of Helium by Fast Electrons, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the vanishing direct term to the exchange amplitude

An electron-transport code that builds its inelastic cross sections from direct Born form factors gives helium no triplet excitation. The form factor from the ground state 1¹S to the metastable state 2³S is zero, so the code produces no 2³S atoms, whatever the electron energy. Filling the gap with the singlet cross section times a constant of order one causes the opposite error at high energy. At 1000 eV the direct Born cross section for 2¹S is \(2.2\times10^{-3}\) Å\(^2\), while the exchange result derived below gives \(4.0\times10^{-6}\) Å\(^2\) for 2³S. The ratio is about 540, and it grows roughly as \(E^2\) while exchange dominates the triplet excitation. Part 2 shows that a magnetic term takes over near 22 keV.

The result to be implemented is the following. In first-order scattering theory, with a nonrelativistic Hamiltonian free of spin-dependent forces, and to leading order at high energy,

\[
G(K)=-\frac{2}{k_i^2}F(K),\qquad
\sigma\simeq\frac{3\pi J}{E^3}.
\]

Here \(G\) is the exchange amplitude, \(F\) a form factor of the atom and \(J\) a number computed from \(F\). All three are defined below.

### Conventions

The algebra uses atomic units, with \(\hbar=m_e=e=1\). The projectile has momentum \(\mathbf k_i\) before the collision and \(\mathbf k_f\) after it, and

\[
E=\frac{k_i^2}{2},\qquad k_f^2=k_i^2-2\Delta,\qquad
\mathbf K=\mathbf k_i-\mathbf k_f,
\]

where \(\Delta\) is the excitation energy. The nucleus is fixed at the origin. Recoil is neglected. Plane waves have unit amplitude, so a transition matrix element \(T\) gives

\[
\frac{d\sigma}{d\Omega}=\frac{k_f}{k_i}\left|\frac{T}{2\pi}\right|^2 .
\]

Electron 0 is the one sent in or detected, and electrons 1 and 2 are bound. The atomic states are products of space and spin functions:

\[
\Psi_i=\varphi_i(\mathbf r_1,\mathbf r_2)\,S(1,2),\qquad
\Psi_f=\varphi_f(\mathbf r_1,\mathbf r_2)\,T_M(1,2).
\]

The singlet spin function \(S\) is antisymmetric, so \(\varphi_i\) is symmetric. The three triplet functions \(T_M\) are symmetric, so \(\varphi_f\) is antisymmetric. Both spatial functions are normalized to one.

### The antisymmetrized matrix element

Let \(\Phi_i(0;1,2)=e^{i\mathbf k_i\cdot\mathbf r_0}\chi_i(0)\Psi_i(1,2)\), where \(\chi_i\) is the projectile spin state. Since \(\Psi_i\) is already antisymmetric in 1 and 2, the fully antisymmetric incoming state is

\[
\frac{1}{\sqrt3}\left(1-P_{01}-P_{02}\right)\Phi_i ,
\]

where \(P_{0j}\) exchanges electrons 0 and \(j\), in space and spin. Any of the three electrons may be the one detected. Their three equal probabilities cancel the factor \(1/3\) from the normalization. One may therefore name the detected electron 0 and drop the factor \(1/\sqrt3\).

When electron 0 leaves, its interaction with the atom is

\[
V=-\frac{2}{r_0}+\frac1{r_{01}}+\frac1{r_{02}} .
\]

Using the interaction of the outgoing arrangement is called the post form. To first order the scattering state is replaced by the incoming state, which gives

\[
T=\left\langle e^{i\mathbf k_f\cdot\mathbf r_0}\chi_f(0)\Psi_f(1,2)\right|
V\left(1-P_{01}-P_{02}\right)\left|\Phi_i(0;1,2)\right\rangle .
\]

### Why the direct term is zero

The term with the factor 1 is the direct term. \(V\) does not act on spin, so this term contains \(\langle T_M|S\rangle=0\), and it vanishes at every angle and energy.

The spatial factor vanishes independently. The integral over \(\mathbf r_0\) uses

\[
\int d^3r_0\,\frac{e^{i\mathbf K\cdot\mathbf r_0}}{|\mathbf r_0-\mathbf r_j|}
=\frac{4\pi}{K^2}e^{i\mathbf K\cdot\mathbf r_j}.
\]

The nuclear term is proportional to \(\langle\varphi_f|\varphi_i\rangle\), which is zero because one function is antisymmetric and the other symmetric. The electronic terms leave

\[
\frac{4\pi}{K^2}\left\langle\varphi_f\right|
e^{i\mathbf K\cdot\mathbf r_1}+e^{i\mathbf K\cdot\mathbf r_2}
\left|\varphi_i\right\rangle=0
\]

for the same reason: the operator is symmetric and cannot connect functions of opposite symmetry. The two parts are not zero separately. With

\[
F(K)=\left\langle\varphi_f\right|e^{i\mathbf K\cdot\mathbf r_1}\left|\varphi_i\right\rangle ,
\]

the part with \(\mathbf r_2\) equals \(-F(K)\). Exchange makes use of \(F\) alone, without its cancelling partner.

This cancellation was tested with computed helium states for which no permutation symmetry had been imposed. At \(K=0.5\), 1 and 2 atomic units, the summed form factor to 2³S was at most \(10^{-12}\) in size. The same sum to 2¹S reached 0.125.

For 2³S the direct charge term vanishes even when spin–orbit coupling acts inside the atom. The ground state then has total angular momentum 0 and even parity, and the excited state has 1 and even parity. The part of \(\sum_j e^{i\mathbf K\cdot\mathbf r_j}\) with angular rank \(\ell\) has parity \((-1)^\ell\). Going from angular momentum 0 to 1 requires \(\ell=1\), which changes the parity, so the matrix element is zero. This protection does not cover the odd-parity state 2³P with total angular momentum 1. Spin–orbit coupling mixes that state with singlets that the direct term can reach.

### The two exchange terms and the factor 3

Acting with \(P_{01}\) on \(\Phi_i\) gives

\[
P_{01}\Phi_i=e^{i\mathbf k_i\cdot\mathbf r_1}\varphi_i(\mathbf r_0,\mathbf r_2)\,
\chi_i(1)S(0,2).
\]

Its spatial integral is

\[
I=\int d^3r_0\,d^3r_1\,d^3r_2\;
e^{-i\mathbf k_f\cdot\mathbf r_0}\varphi_f^*(\mathbf r_1,\mathbf r_2)\,V\,
e^{i\mathbf k_i\cdot\mathbf r_1}\varphi_i(\mathbf r_0,\mathbf r_2).
\]

The term with \(P_{02}\) has spatial integral \(I'\), in which the incoming wave carries \(\mathbf r_2\) and the initial atomic function is \(\varphi_i(\mathbf r_1,\mathbf r_0)\). Rename 1 as 2 and 2 as 1. \(V\) and \(\varphi_i\) are unchanged, but \(\varphi_f\) changes sign, so \(I'=-I\).

The same renaming in the spin factor leaves \(T_M\) unchanged and turns \(\chi_i(2)S(1,0)\) into \(\chi_i(1)S(2,0)=-\chi_i(1)S(0,2)\). The spin factor therefore also changes sign. The products of space and spin are equal, and

\[
T=-2I\,\left\langle\chi_f(0)T_M(1,2)\,\middle|\,\chi_i(1)S(0,2)\right\rangle .
\]

The spin factor follows by expansion. Write \(\alpha\) for spin up, \(\beta\) for spin down, and take \(\chi_i=\alpha\):

\[
\alpha_1S(0,2)=\frac{1}{\sqrt2}\left(\alpha_0\,\alpha_1\beta_2-\beta_0\,\alpha_1\alpha_2\right).
\]

Since \(\alpha_1\beta_2=[T_0(1,2)+S(1,2)]/\sqrt2\) and \(\alpha_1\alpha_2=T_{+1}(1,2)\),

\[
\alpha_1S(0,2)=\tfrac12\alpha_0T_0+\tfrac12\alpha_0S-\tfrac1{\sqrt2}\beta_0T_{+1}.
\]

The triplet part has weight \(\tfrac14+\tfrac12=\tfrac34\). Reversing all spins gives the same weight for \(\chi_i=\beta\), so averaging over initial spin changes nothing. The sum over final spins is

\[
\sum|T|^2=4|I|^2\times\tfrac34=3|I|^2 .
\]

With the definition \(G=-I/(2\pi)\),

\[
\frac{d\sigma}{d\Omega}=3\,\frac{k_f}{k_i}\,|G|^2 .
\]

The 3 already includes the three final triplet substates, so an implementation must not multiply by the triplet multiplicity again. It also assumes the normalization of \(\varphi_f\) stated above. For a single configuration this means \([u(1)v(2)-v(1)u(2)]/\sqrt2\) with orthonormal orbitals \(u\) and \(v\).

### The leading exchange integral

Consider first the repulsion \(1/r_{01}\) between the incoming electron and the one that leaves. Its Fourier representation is

\[
\frac1{r_{01}}=\int\frac{d^3q}{2\pi^2q^2}\,e^{i\mathbf q\cdot(\mathbf r_0-\mathbf r_1)} .
\]

Inserted in \(I\), it gives

\[
I_{01}=\int d^3r_2\int\frac{d^3q}{2\pi^2q^2}\,A(\mathbf q,\mathbf r_2)\,B(\mathbf q,\mathbf r_2),
\]

\[
A=\int d^3r_0\,e^{i(\mathbf q-\mathbf k_f)\cdot\mathbf r_0}\varphi_i(\mathbf r_0,\mathbf r_2),\qquad
B=\int d^3r_1\,e^{i(\mathbf k_i-\mathbf q)\cdot\mathbf r_1}\varphi_f^*(\mathbf r_1,\mathbf r_2).
\]

\(A\) and \(B\) are momentum amplitudes of bound states. They are large when \(\mathbf q\) lies within a typical atomic momentum of \(\mathbf k_f\) and of \(\mathbf k_i\). For a fast projectile and moderate \(K\), both conditions place \(\mathbf q\) near \(\mathbf k_i\). The smooth factor \(1/q^2\) can then be replaced by \(1/k_i^2\). The remaining integral over \(\mathbf q\) is

\[
\int d^3q\,e^{i\mathbf q\cdot(\mathbf r_0-\mathbf r_1)}=(2\pi)^3\delta(\mathbf r_0-\mathbf r_1),
\]

and therefore

\[
I_{01}\simeq\frac{(2\pi)^3}{2\pi^2k_i^2}\int d^3r_1\,d^3r_2\,
e^{i(\mathbf k_i-\mathbf k_f)\cdot\mathbf r_1}\varphi_f^*(\mathbf r_1,\mathbf r_2)\varphi_i(\mathbf r_1,\mathbf r_2)
=\frac{4\pi}{k_i^2}F(K).
\]

Dividing by \(-2\pi\) gives the Ochkur amplitude

\[
G=-\frac{2}{k_i^2}F(K).
\]

The delta function has a physical meaning. The incoming electron must hand nearly all its momentum to a bound electron and take that electron's place. The momentum passed between them is about \(k_i\), and the Coulomb interaction at that momentum is \(4\pi/k_i^2\). A direct collision passes only \(K\), and its factor is \(4\pi/K^2\). At fixed \(K\), exchange is thus weaker in amplitude by \(K^2/k_i^2\), apart from the different form factors.

### The size of the first correction

Set \(\mathbf q=\mathbf k_i+\mathbf p\) and let \(\mathbf n=\mathbf k_i/k_i\). Then

\[
\frac1{q^2}=\frac1{k_i^2}\left[1-\frac{2\,\mathbf n\cdot\mathbf p}{k_i}
-\frac{p^2}{k_i^2}+\frac{4(\mathbf n\cdot\mathbf p)^2}{k_i^2}+\dots\right].
\]

The second term seems to give a correction of relative order \(1/k_i\). For two spherical states, however, the integral of \(\mathbf p\) weighted with \(AB\) is a vector that depends on \(\mathbf K\) alone, so it points along \(\mathbf K\). The correction then contains \(\mathbf n\cdot\mathbf K\). Energy conservation, \(k_f^2=|\mathbf k_i-\mathbf K|^2\), fixes this component:

\[
k_i^2-2\Delta=k_i^2-2k_i\,\mathbf n\cdot\mathbf K+K^2
\quad\Longrightarrow\quad
\mathbf n\cdot\mathbf K=\frac{K^2+2\Delta}{2k_i}.
\]

It is itself of order \(1/k_i\), so at fixed \(K\) the relative correction to the amplitude is of order \(1/k_i^2\). In a test with s-type helium functions at \(K=1\) atomic unit, the error of the leading form relative to itself fell as \(k_i^{-2.01}\) between \(k_i=30\) and 60.

At very small \(K\) the relative correction is large, because \(F\) goes to zero there. That region carries little weight in the integrated cross section.

### The terms left out of the Ochkur amplitude

The terms \(-2/r_0\) and \(1/r_{02}\) do not involve electron 1. The integral over \(\mathbf r_1\) is then the amplitude for finding the large momentum \(k_i\) in the bound state \(\varphi_f\). Near the nucleus,

\[
\varphi_f(\mathbf r_1,\mathbf r_2)\simeq\varphi_f(0,\mathbf r_2)(1-2r_1).
\]

The kink in \(r_1\) controls the large-momentum tail. The Fourier transform of \(r\) is \(-8\pi/k^4\) for \(k\ne0\), so the integral over \(\mathbf r_1\) tends to \(16\pi\varphi_f^*(0,\mathbf r_2)/k_i^4\). The nuclear attraction supplies a second factor, \(-2\times4\pi\varphi_i(0,\mathbf r_2)/k_f^2\). With \(k_f\simeq k_i\),

\[
I_{\rm nuc}\simeq-\frac{128\pi^2}{k_i^6}\,\rho_0,\qquad
\rho_0=\int d^3r_2\,\varphi_f^*(0,\mathbf r_2)\varphi_i(0,\mathbf r_2).
\]

The repulsion \(1/r_{02}\), once integrated over \(\mathbf r_2\), has no \(1/r_0\) singularity at the nucleus. Its Fourier transform at \(k_f\) therefore falls faster than \(k_f^{-2}\), and its contribution falls faster than \(k_i^{-6}\). The nuclear term is thus the leading one.

Relative to \(4\pi F/k_i^2\) this is \(-32\pi\rho_0/(Fk_i^4)\). The power of \(k_i\) is favourable but the coefficient \(32\pi\simeq100\) is not, so these terms can matter well above threshold. In the numerical evaluation with s-type functions, the sum of the terms \(-2/r_0\) and \(1/r_{02}\) fell as \(k_i^{-5.9}\) between \(k_i=8\) and 24, close to the derived sixth power.

## Part 2. The cross section, its limits and a gas example

The symbols and results carried over are these. The projectile has energy \(E=k_i^2/2\) and transfers momentum \(\mathbf K=\mathbf k_i-\mathbf k_f\), and \(\Delta\) is the excitation energy. The form factor is \(F(K)=\langle\varphi_f|e^{i\mathbf K\cdot\mathbf r_1}|\varphi_i\rangle\), with a symmetric initial function and an antisymmetric final one. The same matrix element with \(\mathbf r_2\) equals \(-F\). The exchange amplitude is \(G=-2F/k_i^2\), and the cross section summed over final spins is \(d\sigma/d\Omega=3(k_f/k_i)|G|^2\). Atomic units are used in the algebra.

### Integration over angle

From \(K^2=k_i^2+k_f^2-2k_ik_f\cos\theta\) at fixed energy,

\[
K\,dK=k_ik_f\sin\theta\,d\theta,\qquad
d\Omega=2\pi\sin\theta\,d\theta=\frac{2\pi K\,dK}{k_ik_f}.
\]

Hence

\[
\sigma=3\,\frac{k_f}{k_i}\int\frac{4}{k_i^4}|F|^2\,\frac{2\pi K\,dK}{k_ik_f}
=\frac{24\pi}{k_i^6}\int_{k_i-k_f}^{k_i+k_f}|F(K)|^2K\,dK .
\]

The factor \(k_f\) cancels. Since \(k_i^6=8E^3\),

\[
\sigma=\frac{3\pi}{E^3}\int_{k_i-k_f}^{k_i+k_f}|F(K)|^2K\,dK .
\]

At high energy the limits may be replaced by 0 and infinity, provided that the integral converges at both ends. At small \(K\), expand the exponential:

\[
F(K)=\langle\varphi_f|\varphi_i\rangle+i\mathbf K\cdot\langle\varphi_f|\mathbf r_1|\varphi_i\rangle
-\tfrac12\langle\varphi_f|(\mathbf K\cdot\mathbf r_1)^2|\varphi_i\rangle+\dots
\]

The first term vanishes by permutation symmetry and the second by parity. For spherical states the third gives \(F\simeq-K^2\langle\varphi_f|r_1^2|\varphi_i\rangle/6\). The integrand thus starts as \(K^5\). Since the lower limit is about \(\Delta/k_i\), the part cut off there is proportional to \(k_i^{-6}\), or \(E^{-3}\).

At large \(K\), the nuclear kink in the product \(\varphi_f^*\varphi_i\) makes \(F\) fall as \(K^{-4}\). The integrand falls as \(K^{-7}\), and the part beyond the upper limit is again proportional to \(E^{-3}\). Within the Ochkur model,

\[
\sigma=\frac{3\pi J}{E^3}\left[1+O(E^{-3})\right],\qquad
J=\int_0^\infty|F(K)|^2K\,dK .
\]

Two powers of \(1/E\) come from the squared Coulomb factor \((4\pi/k_i^2)^2\). The third comes from the solid angle: a fixed range of \(K\) fills a cone whose solid angle shrinks as \(1/k_i^2\). A direct excitation without a dipole moment, such as 2¹S, has the solid-angle factor alone and falls as \(1/E\).

The bracket describes the integration limits within the Ochkur model. The corrections to the amplitude found in Part 1 enter the cross section at lower order in \(1/E\).

The direct term for 2³S vanishes, and first-order exchange in the Ochkur form gives a cross section that falls as \(3\pi J/E^3\) at high energy. What remains is to evaluate it for helium, test its accuracy within first-order theory, find where a magnetic term takes over, and apply the results to a gas under an electron beam.
